# Surface Conductance of a Sphere as an Equivalent Bulk Conductivity

## Dimensions and symmetry

A surface conductance $K$ is measured in siemens, a bulk conductivity in siemens per metre. On a sphere of radius $R$ with a uniform thin conducting sheet, $R$ is the one geometric length available to connect them. Dimensions alone would still allow $K/R$ to be multiplied by a function of conductivity ratios. Linearity and rotational symmetry remove this freedom.

The sheet turns a surface potential $\phi$ into a surface-current divergence proportional to $K\phi/R^2$. A bulk conductivity $\sigma$ turns the same potential into a radial current density proportional to $\sigma\phi/R$. Rotational symmetry keeps each multipole order $l$ separate, so within one order the two effects differ by a pure number $c_l$, and the sheet acts as

$$\sigma_{\rm add}=c_l\,\frac{K}{R}. \tag{1}$$

A uniform applied field excites $l=1$. O'Konski's result is $c_1=2$. What remains is to derive this number and to find where the replacement fails.

## Current balance at the surface

The sphere has permittivity $\varepsilon_p$ and conductivity $\sigma_p$; the medium has $\varepsilon_m$ and $\sigma_m$. All four are uniform, and permittivities are absolute unless called relative. Fields vary as the real part of a complex amplitude times $e^{i\omega t}$. Conduction and displacement currents then combine into the complex conductivities

$$s_p=\sigma_p+i\omega\varepsilon_p,\qquad s_m=\sigma_m+i\omega\varepsilon_m. \tag{2}$$

The response is linear and quasistatic, so $\mathbf E=-\nabla\phi$. The conducting layer is much thinner than $R$, and $K$ is its conductivity in excess of the bulk value, integrated across the layer. The potential is taken as continuous across it. Gradients of salt concentration are neglected here; they are treated separately after the layer of finite thickness.

The current per unit width in the sheet is

$$\mathbf j_s=-K\nabla_s\phi, \tag{3}$$

where $\nabla_s$ is the gradient along the surface. Let $E_m$ and $E_p$ be the outward radial fields just outside and just inside $r=R$. Charge on a small patch changes because current leaves along the surface, leaves into the medium, or arrives from the sphere:

$$i\omega\rho_s+\nabla_s\!\cdot\mathbf j_s+\sigma_mE_m-\sigma_pE_p=0. \tag{4}$$

Gauss's law gives the net interfacial charge density,

$$\rho_s=\varepsilon_mE_m-\varepsilon_pE_p. \tag{5}$$

Inserting (5) into (4) joins each conductivity to its permittivity. Since $K$ is uniform, (3) gives $\nabla_s\cdot\mathbf j_s=-K\nabla_s^2\phi$, and therefore

$$s_mE_m-s_pE_p=K\nabla_s^2\phi. \tag{6}$$

This is the boundary condition of the sheet. The right side comes from the variation of the tangential current along the surface; a tangential current without divergence would not disturb the radial balance.

## The factor of two

Inside the sphere, the regular solution of Laplace's equation of order $l$ is $\phi=Ar^lP_l(\cos\theta)$. Its radial part contributes

$$\frac1{r^2}\frac{d}{dr}\left(r^2\frac{d r^l}{dr}\right)=l(l+1)r^{l-2}.$$

The angular part must cancel this for the Laplacian to vanish. At $r=R$ it follows that

$$\nabla_s^2P_l=-\frac{l(l+1)}{R^2}P_l. \tag{7}$$

The radial field just inside is

$$E_p=-\left.\frac{\partial\phi}{\partial r}\right|_{R^-}=-\frac{l}{R}\phi(R). \tag{8}$$

Thus the radial current from the interior and the divergence of the surface current are both proportional to the same surface potential. Substitution of (7) and (8) in (6) yields

$$\begin{aligned}
s_mE_m&=-\frac{l}{R}s_p\phi-\frac{l(l+1)}{R^2}K\phi\\
&=-\frac{l}{R}\left[s_p+(l+1)\frac KR\right]\phi. 
\end{aligned}\tag{9}$$

A sphere without a sheet but with complex conductivity $s_{\rm eff}$ obeys $s_mE_m=-(l/R)s_{\rm eff}\phi$. The two boundary problems coincide if

$$s_{\rm eff}=s_p+(l+1)\frac KR. \tag{10}$$

For the dipole, $l=1$, this is

$$\boxed{\sigma_{\rm eff}=\sigma_p+\frac{2K}{R}} \tag{11}$$

with $\varepsilon_p$ unchanged. No restriction on frequency was used beyond the quasistatic one, so within this model the equivalence holds throughout the spectrum.

To obtain the dipole itself, write

$$\phi_{\rm in}=-Fr\cos\theta,\qquad
\phi_{\rm out}=-E_0\left(r-\beta\frac{R^3}{r^2}\right)\cos\theta. \tag{12}$$

Continuity at $R$ gives $F=E_0(1-\beta)$. Differentiating the outer potential gives $E_m=E_0(1+2\beta)\cos\theta$, while the field inside the equivalent sphere is $F\cos\theta$. Radial current continuity therefore requires

$$s_m(1+2\beta)=s_{\rm eff}(1-\beta).$$

Collecting the terms in $\beta$,

$$\beta=\frac{s_{\rm eff}-s_m}{s_{\rm eff}+2s_m},\qquad
F=\frac{3s_m}{s_{\rm eff}+2s_m}E_0. \tag{13}$$

For conducting, passive materials the denominator has a positive real part and cannot vanish, so the solution is unique. The outer dipole potential in (12), identified with $p\cos\theta/(4\pi\varepsilon_mr^2)$, gives

$$p=4\pi\varepsilon_mR^3\beta E_0. \tag{14}$$

The potentials agree inside as well as outside. For real $K$ the charge (5) agrees too, because the permittivities and radial fields are the same. What differs is the place where the extra current flows.

## Currents, heat and the quadrupole

The number two can also be read from the current through a plane normal to the applied field. Suppose the plane cuts the sphere at polar angle $\theta$. The tangential field has magnitude $F\sin\theta$, and the sheet is cut along a circle of length $2\pi R\sin\theta$. Its current is

$$I_s=K(F\sin\theta)(2\pi R\sin\theta)=2\pi RKF\sin^2\theta. \tag{15}$$

The same plane cuts the interior in a disc of area $\pi R^2\sin^2\theta$. An added bulk conductivity $2K/R$ carries

$$I_b=\frac{2K}{R}F\,\pi R^2\sin^2\theta=I_s. \tag{16}$$

The agreement holds for every such plane. The uniform interior field makes it easy to see, but is not required. For a higher multipole the two currents still agree if the added conductivity is $(l+1)K/R$, because by (7) and (8) both deliver the same current to the part of the surface beyond the plane.

The heat agrees as well. For real $K$ and peak amplitudes, a common factor $1/2$ from time averaging can be left out of both sides:

$$\begin{aligned}
K|F|^2\int\sin^2\theta\,dA
&=K|F|^2\,2\pi R^2\int_0^\pi\sin^3\theta\,d\theta\\
&=\frac{8\pi}{3}R^2K|F|^2\\
&=\frac{2K}{R}|F|^2\,\frac{4\pi R^3}{3}. 
\end{aligned}\tag{17}$$

A nonuniform applied field also excites higher multipoles. For an outer potential proportional to $[r^l-\beta_lR^{2l+1}r^{-l-1}]P_l$, the surface value is proportional to $R^l(1-\beta_l)$ and the outward field to $-R^{l-1}[l+(l+1)\beta_l]$. Equation (9) then gives

$$s_m[l+(l+1)\beta_l]=l\,s_{\rm eff}(1-\beta_l),$$

and hence

$$\beta_l=\frac{l(s_{\rm eff}-s_m)}{l\,s_{\rm eff}+(l+1)s_m}. \tag{18}$$

The quadrupole needs $3K/R$ in $s_{\rm eff}$. No single added conductivity represents the sheet for both orders: more rapid variation along the surface makes the surface current diverge more strongly, in the proportion $l(l+1)$, while the radial interior current grows as $l$.

## Relaxation and change of sign

For frequency-independent material parameters, define

$$\begin{aligned}
\Delta_\sigma&=\sigma_{\rm eff}-\sigma_m, &
S_\sigma&=\sigma_{\rm eff}+2\sigma_m,\\
\Delta_\varepsilon&=\varepsilon_p-\varepsilon_m, &
S_\varepsilon&=\varepsilon_p+2\varepsilon_m.
\end{aligned}$$

Equation (13) becomes

$$\beta=\frac{\Delta_\sigma+i\omega\Delta_\varepsilon}{S_\sigma+i\omega S_\varepsilon}.$$

With $\beta_0=\Delta_\sigma/S_\sigma$, $\beta_\infty=\Delta_\varepsilon/S_\varepsilon$ and $\tau=S_\varepsilon/S_\sigma$, division by $S_\sigma$ gives

$$\beta=\frac{\beta_0+i\omega\tau\beta_\infty}{1+i\omega\tau}
=\beta_\infty+\frac{\beta_0-\beta_\infty}{1+i\omega\tau}. \tag{19}$$

The sheet raises $S_\sigma$ and so shortens the relaxation time. The high-frequency limit is unaffected, because displacement current then dominates both bulk media while $K$ stays fixed.

The real part of (19) is $(\beta_0+\omega^2\tau^2\beta_\infty)/(1+\omega^2\tau^2)$. It vanishes at

$$\omega_x^2=-\frac{\beta_0}{\beta_\infty\tau^2}
=\frac{(\sigma_{\rm eff}-\sigma_m)(\sigma_{\rm eff}+2\sigma_m)}
{(\varepsilon_m-\varepsilon_p)(\varepsilon_p+2\varepsilon_m)}, \tag{20}$$

provided that this is positive. In dielectrophoresis, within the dipole approximation, the sign of ${\rm Re}\,\beta$ decides whether a particle is driven towards strong or weak field, so $\omega_x$ marks a reversal of the force.

## A latex bead in dilute electrolyte

Consider a polystyrene bead in dilute aqueous KCl with rough typical parameters: $R=500$ nm, $K=2$ nS and $\sigma_m=2$ mS/m. The relative permittivities are 2.55 and 78.5, and the bulk conductivity of the polymer is neglected. The added conductivity is

$$\frac{2K}{R}=\frac{2(2\times10^{-9}\,{\rm S})}{500\times10^{-9}\,{\rm m}}
=8\ {\rm mS/m}.$$

An insulating bead thus acts, for the dipole, as one with four times the conductivity of the liquid. The two limits are

$$\beta_0=\frac{8-2}{8+4}=0.500,\qquad
\beta_\infty=\frac{2.55-78.5}{2.55+157}=-0.476.$$

Without the sheet, $\beta_0$ would be $-0.5$, and there would be no change of sign. The relaxation time is

$$\tau=\frac{(2.55+157)\varepsilon_0}{(8+4)\times10^{-3}\,{\rm S/m}}=118\ {\rm ns},$$

so $1/(2\pi\tau)=1.35$ MHz. From (20), $f_x=f_{\rm relax}\sqrt{0.500/0.476}=1.39$ MHz. The two frequencies nearly coincide because $\beta_0$ and $-\beta_\infty$ are nearly equal for these parameters.

For an insulating bead, $\beta_0>0$ requires $2K/R>\sigma_m$. If $K$ and $\sigma_m$ are held fixed, $\beta_0$ changes sign at $R=2K/\sigma_m=2000$ nm. Larger beads then have no crossover in this model. Salt gradients, treated below, change the response at still lower frequencies: by the thin-layer formula (27) the static value changes sign already at $R=K/\sigma_m=1000$ nm, a figure that the finite thickness of the ionic layer shifts.

A numerical current balance on a grid in $r$ and $\theta$ tests the replacement without assuming it. The sheet enters as extra conductors joining neighbouring surface nodes. At 0.1 MHz the grid gives $\beta=0.4944-0.0718i$, against $0.4947-0.0718i$ from (13). At the predicted crossover it gives a real part of $-0.0004$. The currents (15) and (16) differ by at most $2.2\times10^{-4}$ of the largest current, and the ratio of the two heats in (17) is 0.9996.

The quadrupole at 0.1 MHz separates the possible coefficients. The grid gives $0.662-0.058i$. Equation (18) gives $0.664-0.058i$ with $3K/R$, but $0.541-0.071i$ with $2K/R$.

## A layer of finite thickness

The sheet limit can be recovered from a layer whose conductivity $s(r)$ varies continuously. Put $\phi=f(r)\cos\theta$ in $\nabla\cdot(s\nabla\phi)=0$:

$$\frac{d}{dr}\left(r^2s\frac{df}{dr}\right)=2sf. \tag{21}$$

Define $y=rsf'/f$, so that $r^2sf'=ryf$. Differentiating this product, dividing by $f$ and using $rf'/f=y/s$ gives

$$r\frac{dy}{dr}=2s-y-\frac{y^2}{s}. \tag{22}$$

In a uniform sphere $f\propto r$ and $y=s_p$. Let a surrounding layer of width $d$ carry a fixed integrated excess conductivity $K$. As $d\to0$, the integral of $2s/r$ across it tends to $2K/R$. The other two terms stay bounded and contribute nothing in the limit. Thus $y$ jumps from $s_p$ to $s_p+2K/R$, in agreement with (11).

For an excess $(K/d)e^{-(r-R)/d}$ outside the bead, integration of (22) at the relaxation frequency gives $|\delta\beta|=0.03$, $0.0044$ and $7.4\times10^{-5}$ for $d/R=10^{-2}$, $10^{-3}$ and $10^{-5}$. These are absolute differences from the sheet result, whose magnitude is 0.488. They vanish with $d$, but more slowly than $d/R$: the three values follow $0.65\,(d/R)\ln(R/d)$ and exceed $d/R$ by factors of about three to seven. A layer one hundredth of the radius thick therefore does not guarantee one per cent accuracy.

In the real bead the conducting layer consists of ions near the charged surface. The Debye length is $\sqrt{\varepsilon_mD/\sigma_m}=26$ nm for an ion diffusivity $D=2\times10^{-9}$ m²/s. If counterions with this diffusivity carry all of $K$ by migration, their charge density is $Kk_BT/(eD)=2.6$ µC/cm² at 298 K. The corresponding Gouy–Chapman length, $2\varepsilon_mk_BT/e$ divided by this charge density, is 1.4 nm. Using these two lengths as the width $d$ lowers the crossover frequency by 2.9% and 0.4% respectively. They are estimates with an assumed exponential profile, not bounds.

## Salt gradients and the failure at low frequency

The sheet in this bead carries mainly counterions, whereas the liquid carries current by both ions. At low frequency this mismatch builds up salt gradients that (3) omits. Their effect can be found for an insulating sphere with a thin layer, equal ion diffusivities and positive counterions. Neglect displacement current in the liquid and any flow of the liquid along the surface, and suppose that the counterion charge stored in the layer stays fixed by the immobile surface charge.

Let $V_T=k_BT/e$, let $\phi=V_T\psi$, and let both ion concentrations be $c_0(1+n)$. To first order, the fluxes of counterions and coions are $-Dc_0\nabla(n+\psi)$ and $-Dc_0\nabla(n-\psi)$. Adding and subtracting their conservation laws gives

$$\nabla^2n=\frac{i\omega}{D}n,\qquad \nabla^2\psi=0. \tag{23}$$

With $x=r/R$, $q=R\sqrt{i\omega/D}$ and $A=E_0R/V_T$, the solutions are

$$\begin{aligned}
\psi&=-A(x-\beta x^{-2})\cos\theta,\\
n&=AN\frac{g(x)}{g(1)}\cos\theta,\qquad g=\frac{e^{-qx}(1+qx)}{x^2}.
\end{aligned}\tag{24}$$

At the surface $g'/g=-\gamma$, where

$$\gamma=q+2-\frac{q}{1+q}=\frac{q^2+2q+2}{1+q}. \tag{25}$$

Coions cannot enter the sphere, so $\partial_x(n-\psi)=0$ at $x=1$. This gives $\gamma N=1+2\beta$. Counterions entering or leaving the layer feed its surface current. Since they carry half the bulk conductivity,

$$-\frac{\sigma_m}{2R}\frac{\partial(n+\psi)}{\partial x}
=K\nabla_s^2(n+\psi)=-\frac{2K}{R^2}(n+\psi).$$

With the Dukhin number ${\rm Du}=K/(\sigma_mR)$, this becomes $\partial_x(n+\psi)=4{\rm Du}(n+\psi)$, or

$$-\gamma N-(1+2\beta)=4{\rm Du}(N-1+\beta).$$

Eliminating $N$ and dividing by two,

$$-1-2\beta=2{\rm Du}\left[\frac{1+2\beta}{\gamma}-1+\beta\right],$$

so that

$$\beta=\frac{2{\rm Du}(1-1/\gamma)-1}{2+2{\rm Du}(1+2/\gamma)}. \tag{26}$$

For $|q|\to\infty$, $\gamma\to\infty$ and (26) tends to $(2{\rm Du}-1)/(2{\rm Du}+2)$, which is O'Konski's $\beta_0$ for an insulating sphere. At zero frequency $\gamma=2$, and

$$\beta=\frac{{\rm Du}-1}{4{\rm Du}+2}. \tag{27}$$

Here ${\rm Du}=2$, so the static value is 0.10 instead of 0.50. At 1 kHz, (26) gives $0.124+0.045i$; at 100 kHz it gives $0.398+0.073i$, whose real part is formally 20% below the conductive plateau. Neither part of the 100 kHz value should be read as that of the bead: the diffusion length $\sqrt{D/\omega}=56$ nm is only about two Debye lengths, and displacement current is omitted. Equation (13), which includes displacement current but no salt gradients, gives an imaginary part of similar size and opposite sign, $-0.07$. The response with both effects together has not been calculated here. These values also assume a thin layer, and the condition is stricter than a Debye length small against $R$. The boundary condition $\partial_x(n+\psi)=4{\rm Du}(n+\psi)$ makes the counterion potential vary over the distance $R/(4{\rm Du})=62$ nm, and the Debye length of 26 nm is not small against it. For this bead, (26) and (27) show that salt gradients strongly lower the low-frequency response, but their digits are not quantitative. A clear plateau needs $D/R^2\ll\omega\ll1/\tau$, with $\tau$ from (19). For this bead the two limits, divided by $2\pi$, are 1.27 kHz and 1.35 MHz. Equation (26) itself, which omits displacement current, needs $\omega\ll\sigma_m/\varepsilon_m$, or frequencies well below 0.458 MHz. Within (26), the approach to the plateau is from below and slow, because the correction falls as $1/\gamma$, roughly as $\omega^{-1/2}$.

## The model beside a real bead

The chosen radius, conductances and liquid are plausible for latex dielectrophoresis, but $K$ depends on surface preparation and salt concentration. According to the thin-layer formula (26), which neglects liquid flow along the surface, salt gradients are the largest failure found here at kilohertz frequencies. Near the crossover, (26) is outside its range because displacement current matters. The diffusion length there is $0.03R$, shorter than the Debye length, so the picture of a neutral salt gradient outside a thin layer no longer applies. The effect of ion diffusion on $f_x$ has not been calculated here. Temperature also matters: if all conductivities rise by an assumed 2% per kelvin at fixed permittivities, warming by 5 K raises $f_x$ by 10%. At 100 V/cm, $E_0R/V_T=0.19$, so a linear response is reasonable but not guaranteed to per-cent accuracy. Water relaxation and retardation are much smaller concerns, with $\omega_x\tau_w=7\times10^{-5}$ for an assumed water orientation time $\tau_w=8.3$ ps, and $|k|R=1.3\times10^{-7}$, where $k$ is the wavenumber in the liquid. A value of $K$ inferred from a crossover through (20) is therefore an effective parameter, which absorbs the omitted ionic effects. The numerical output below lists the values used here.

## Computed results

```
Radius R: 500 nm
Surface conductance K: 2 nS
Medium conductivity: 2 mS/m
Relative permittivity, particle: 2.55
Relative permittivity, medium: 78.5
Ion diffusivity: 2e-09 m^2/s
Temperature: 298.15 K
Added conductivity 2K/R: 8 mS/m
Quadrupole value 3K/R: 12 mS/m
Dukhin number K/(sigma_m R): 2
Relaxation time: 117.7 ns
Relaxation frequency: 1.352 MHz
Crossover frequency: 1.386 MHz
beta, low-frequency plateau: 0.5
beta, high-frequency limit: -0.476
beta, low frequency, K=0: -0.5
beta formula at 0.1 MHz: 0.4947 -0.0718i
beta formula at 1 MHz: 0.1548 -0.4666i
beta formula at 10 MHz: -0.4585 -0.1296i
beta network at 0.1 MHz: 0.4944 -0.0718i
beta formula at relaxation: 0.0120 -0.4880i
beta network at relaxation: 0.0116 -0.4880i
beta network at crossover: -0.0004 -0.4879i
Quadrupole network, 0.1 MHz: 0.6623 -0.0579i
Quadrupole formula with 3K/R: 0.6641 -0.0578i
Quadrupole formula with 2K/R: 0.5411 -0.0713i
Latitude current, largest rel. error: 0.00022
Sheet heat / equivalent bulk heat: 0.99956
beta error, layer width 0.01 R: 0.03
beta error, layer width 0.001 R: 0.0044
beta error, layer width 1e-05 R: 7.4e-05
Salt concentration: 0.133 mM
Mobile surface charge for K: 2.57 uC/cm2
Debye length: 26.4 nm
Gouy-Chapman length: 1.39 nm
Crossover shift, Debye-wide layer: -2.87 %
Crossover shift, Gouy-wide layer: -0.365 %
Diffusion frequency D/(2 pi R^2): 1.27 kHz
beta with salt gradients, static: 0.1
beta with salt gradients, 1 kHz: 0.1240 +0.0452i
beta with salt gradients, 100 kHz: 0.3983 +0.0727i
Diffusion length/R at crossover: 0.03
Medium charge-relaxation frequency: 0.458 MHz
Assumed conductivity rise: 2 %/K
Assumed warming: 5 K
Crossover shift on warming: 10 %
Applied field: 100 V/cm
Field x R / thermal voltage: 0.19
Water orientation time: 8.3 ps
Omega x water time at crossover: 7.2e-05
Retardation parameter |k|R: 1.3e-07
```
